# Why Multivalent Counterions Can Pull Like-Charged Plates Together

## The choice that fixes the sign of the pressure

A calculation of slurry stability or particle adhesion needs a double-layer pressure. If the counterions are multivalent, the first decision is whether Poisson–Boltzmann theory may supply it. For the titania example below, at a gap of 0.30 nm, that theory gives a repulsion of 5.3 MPa. A simulation of the same charges gives an attraction of 6.5 MPa (65 bar). The parameters are identical; the difference is whether the ions are allowed to avoid one another sideways.

Attraction appears when the electrostatic pull on a thin, neutral sandwich of walls and ions exceeds the sum of two pushes: the entropy of the confined ions and the repulsion between ions at different heights. Lateral correlation keeps the second push small by keeping ions apart. A crystal is not required: a liquid in which each ion has a sufficiently wide correlation hole will do.

## The model and its length scales

Two large parallel walls each carry a uniform charge $-e\sigma$ per area. Between them are point counterions of charge $+qe$ and no other salt. Neutrality fixes their number per wall area at $n=2\sigma/q$. The permittivity $\varepsilon$ is the same everywhere, and $d$ is the width open to ion centres. Positive pressure means repulsion, and $\beta=1/kT$. Define

$$
l_B=\frac{e^2}{4\pi\varepsilon_0\varepsilon kT},\qquad
\mu=\frac{1}{2\pi q l_B\sigma},\qquad
\Xi=\frac{q^2l_B}{\mu}=2\pi q^3l_B^2\sigma .
$$

The Bjerrum length $l_B$ is the distance at which two unit charges interact with energy $kT$. The Gouy–Chapman length $\mu$ is the distance over which one wall changes an ion's energy by $kT$. The coupling $\Xi$ grows as the cube of valence at fixed wall charge.

Since $\sigma=qn/2$, we have $1/\mu=\pi q^2l_Bn$, hence $n=1/(\pi\Xi\mu^2)$. A triangular lattice of this density has spacing

$$
a=\left(\frac{2}{\sqrt3\,n}\right)^{1/2}
=\left(\frac{2\pi}{\sqrt3}\right)^{1/2}\sqrt{\Xi}\,\mu
\approx1.90\sqrt{\Xi}\,\mu .
$$

Large $\Xi$ therefore means that ions are far apart compared with $\mu$.

## The pull of a flat sandwich

A unit charge at height $z$ above the centre of a disc of radius $R$ and unit charge density has Coulomb energy, in units of $kT$,

$$
l_B\int_0^R\frac{2\pi\rho\,d\rho}{\sqrt{\rho^2+z^2}}
=2\pi l_B\left(\sqrt{R^2+z^2}-z\right).
$$

For $R\gg z$ this is a constant minus $2\pi l_Bz$. Dropping constants independent of $d$, the wall–wall energy per area is $-2\pi l_B\sigma^2d$. An ion at height $z$ has energy

$$
2\pi l_Bq\sigma[z+(d-z)]=2\pi l_Bq\sigma d .
$$

The two walls exert no net force on it. Multiplication by $n=2\sigma/q$ gives $+4\pi l_B\sigma^2d$, so the sum of wall–wall and wall–ion energies is $+2\pi l_B\sigma^2d$ per area.

If all ions lie in one plane, their mutual energy does not change with $d$. The electrostatic pressure, minus the derivative of the energy, is then $-2\pi l_B\sigma^2kT$. Physically, each wall faces a net opposite charge: the ion layer carries $2e\sigma$ and the far wall removes $e\sigma$ of it.

The entropic part follows from the freedom of each ion to occupy height $d$. For a flat height distribution, the free energy per area is

$$
\frac{\beta F}{A}=-n\ln d+2\pi l_B\sigma^2d+\text{constant}.
$$

Setting its derivative to zero gives $n/d=2\pi l_B\sigma^2$, or

$$
d=\frac{2\sigma/q}{2\pi l_B\sigma^2}=2\mu .
$$

The second derivative, $n/d^2$, is positive, so this is a minimum: closer walls repel and more distant ones attract, within this leading approximation.

## What ions at different heights add

To keep all ion–ion forces, write each height as $z_i=s_id$, with $0<s_i<1$. The configurational integral acquires a factor $d^N$:

$$
Z=\frac{d^N}{N!}\int\prod_i d^2\rho_i\,ds_i\;e^{-\beta U}.
$$

With $\beta P=A^{-1}\partial\ln Z/\partial d$, the factor $d^N$ contributes $N/(Ad)=n/d$. For a pair, differentiation at fixed $s_i$ and lateral position gives

$$
\frac{\partial}{\partial d}\frac{q^2l_B}{\sqrt{\rho_{ij}^2+s_{ij}^2d^2}}
=-\frac{q^2l_Bs_{ij}^2d}{r_{ij}^3}
=-\frac{q^2l_Bz_{ij}^2}{d\,r_{ij}^3}.
$$

Pressure contains minus the energy derivative. Adding the wall contribution gives, exactly within the model,

$$
\boxed{\;\beta P=\frac nd-2\pi l_B\sigma^2+
\frac{q^2l_B}{A}\sum_{i<j}\left\langle
\frac{z_{ij}^2}{d\,r_{ij}^3}\right\rangle\;}
$$

The three terms are an entropic push, a fixed pull and a pair repulsion. The last is never negative. Attraction depends on keeping it small, and two ions contribute strongly when they are close sideways but at different heights.

A second expression comes from moving the wall at $z=d$ while leaving the ions in place. The newly opened volume contributes the wall density $\rho_w$. The energy changes by $nq\,2\pi l_B\sigma=4\pi l_B\sigma^2$ from the ions and $-2\pi l_B\sigma^2$ from the other wall. Thus

$$
\beta P=\rho_w-2\pi l_B\sigma^2 .
$$

## Why mean-field theory loses the attraction

Mean-field theory gives the ions a height profile $\rho(z)$ but no lateral correlation. The lateral average of the pair term uses

$$
\int_0^\infty2\pi\rho\,d\rho\,
\frac{z^2}{(\rho^2+z^2)^{3/2}}=2\pi|z| .
$$

The pair pressure becomes

$$
\Pi_{\rm pair}=\frac{\pi q^2l_B}{d}
\iint\rho(z)\rho(z')|z-z'|\,dz\,dz' .
$$

For a flat profile, $\rho=n/d$ and the mean height difference is $d/3$. This gives $\pi q^2l_Bn^2/3=\tfrac23(2\pi l_B\sigma^2)$. Uncorrelated pairs cancel two thirds of the pull even before the profile bends towards the walls.

The equilibrium profile completes the argument. The mean force on an ion is $f=2\pi q^2l_B\int\rho(z')\,\mathrm{sgn}(z-z')\,dz'$, and force balance is $d\rho/dz=f\rho$. Multiply by $z$ and integrate across the gap. The left side is $d\rho_w-n$; exchanging $z$ and $z'$ and averaging turns the right side into $d\,\Pi_{\rm pair}$. Hence $\Pi_{\rm pair}=\rho_w-n/d$, and the boxed equation reproduces the wall-density expression.

Measure $\zeta$ from the midplane. Differentiating $f=d\ln\rho/d\zeta$ gives $(\ln\rho)''=4\pi q^2l_B\rho$, solved by

$$
\rho=\frac{\rho_m}{\cos^2K\zeta},\qquad K^2=2\pi q^2l_B\rho_m ,
$$

because $(-2\ln\cos K\zeta)''=2K^2/\cos^2K\zeta$. Half the ions lie on each side, so $\rho_m\tan(Kd/2)/K=\sigma/q$, or $K\tan(Kd/2)=1/\mu$. At the wall,

$$
\rho_w=\rho_m+\rho_m\tan^2(Kd/2)
=\rho_m+\frac{1}{2\pi q^2l_B\mu^2}
=\rho_m+2\pi l_B\sigma^2 .
$$

The pressure is therefore $\rho_mkT$, which is positive at every gap. Mean-field theory contains the sandwich pull, but its pair term and entropy always outweigh it.

## How lateral correlation preserves the pull

Suppose $d\ll a$ and each ion keeps its neighbours at lateral distances near those of a triangular lattice. Then $r_{ij}\approx\rho_{ij}$. The part of the ion–ion energy that depends on height is, in units of $kT$, of order $q^2l_Bd^2/a^3$, which is proportional to $(d/\mu)^2/\sqrt\Xi$. If this is small too, the heights are independent and uniform to leading order, so

$$
\langle(s-s')^2\rangle=\tfrac13+\tfrac13-2\left(\tfrac12\right)^2=\tfrac16 .
$$

Let $C=n^{-3/2}\sum_{j\ne0}\rho_j^{-3}$; summing the lattice numerically gives $C=8.893$. The factor $1/2$ for pairs and the factor $1/6$ give

$$
\Pi_{\rm pair}\approx\frac{n}{2}\,q^2l_B\,\frac d6\,Cn^{3/2}
=\frac{C}{12}q^2l_Bn^{5/2}d .
$$

Divide by $2\pi l_B\sigma^2=\tfrac{\pi}{2}q^2l_Bn^2$ and use $\sqrt n=1/(\mu\sqrt{\pi\Xi})$. With $x=d/\mu$,

$$
\frac{\beta P}{2\pi l_B\sigma^2}\approx
-1+\frac2x+\frac{c\,x}{\sqrt\Xi},\qquad
c=\frac{C}{6\pi^{3/2}}=0.266 .
$$

The formula needs large $\Xi$ and $x^2\ll\sqrt\Xi$; for gaps wider than $\mu$ this is stricter than $d\ll a$. Its last term grows without limit, so it must not be extrapolated to wide gaps.

The lateral coupling is $\Gamma=q^2l_B\sqrt{\pi n}=\sqrt\Xi$. In a Monte Carlo run at $\Gamma=200$ and $d=2\mu$, started from the triangular lattice, the pair pressure was 1.010 times the predicted value. The example has $\Gamma=9.3$, far below the rough value of 130 at which a classical planar plasma freezes, and it still attracts.

## Titania with trivalent counterions

Take strongly charged titania surfaces in an alkaline polishing slurry: 16 µC/cm², a trivalent complex ion 0.6 nm across, 298 K and water permittivity 78.4. These are rough inputs. The wall charge is $\sigma=0.999\ \mathrm{nm^{-2}}$ and $l_B=0.715$ nm, so

$$
\mu=\frac{1}{2\pi(3)(0.715)(0.999)}=0.074\ \mathrm{nm},\qquad
\Xi=\frac{9(0.715)}{0.0743}\approx87 .
$$

The ion density is $0.666\ \mathrm{nm^{-2}}$, the lateral spacing $a=1.32$ nm, and the sandwich pull 18.4 MPa. The zero of the strong-coupling formula solves $0.0286x^2-x+2=0$. Its smaller root is $x=2.13$, or $d=0.16$ nm. There $x^2/\sqrt\Xi=0.49$, which is not small, so the root is an estimate; the simulations below place the sign change between 0.12 and 0.20 nm. This is room for ion centres; adding the ion diameter puts the material surfaces about 0.76 nm apart.

The simulations used 36 point ions in a laterally periodic cell and 48 independent copies. Pressures are in MPa; the total is entropy plus pair term minus 18.4.

| $d$ (nm) | Entropy | Pair term | Total | Mean field |
|---|---:|---:|---:|---:|
| 0.12 | 22.8 | 1.0 | 5.4 | 17.8 |
| 0.20 | 13.7 | 1.8 | −3.0 | 9.3 |
| 0.30 | 9.1 | 2.8 | −6.5 | 5.3 |
| 0.60 | 4.6 | 7.5 | −6.4 | — |
| 1.00 | 2.7 | 13.9 | −1.8 | — |

The standard error of the totals, from the spread between copies, is at most 0.03 MPa; it does not include the effect of the finite cell, which moves the totals at 0.60 and 1.00 nm by up to about 0.1 MPa for cells of 16 to 64 ions. The wall-density expression, evaluated from moments of the simulated profile, gives −2.8 and −6.6 MPa at 0.20 and 0.30 nm. These differ from the table by about 1% of the sandwich pull.

The strong-coupling formula gives 5.3, −3.3 and −7.2 MPa at the first three gaps, where $x^2/\sqrt\Xi$ is 0.28, 0.78 and 1.75; the last two lie outside its stated range. It overstates the attraction at 0.30 nm by 0.7 MPa. It omits liquid disorder and the bending of the height profile; their separate shares were not determined.

The role of the correlation hole can be isolated at 0.30 nm. Keep the simulated heights, but average the pair term as if lateral positions were independent. The pressure changes from −6.5 to +3.7 MPa. This is a diagnostic, not a new equilibrium, which is why it differs from the mean-field 5.3 MPa.

## Range of the attraction

A frozen structure shows what limits the range. Put half the ions on each wall in a square lattice of spacing $b=\sqrt{q/\sigma}=1.73$ nm, with one lattice shifted by $\mathbf c_0=(b/2,b/2)$. The Fourier transform of $1/\sqrt{\rho^2+d^2}$ is $2\pi e^{-Gd}/G$, so Poisson summation gives the energy across the gap as a sum over reciprocal vectors $\mathbf G$. Its $G=0$ part, $-2\pi l_B\sigma^2d$, cancels the wall energy. Differentiating the rest gives

$$
\frac{\beta P}{2\pi l_B\sigma^2}
=\sum_{\mathbf G\ne0}\cos(\mathbf G\cdot\mathbf c_0)e^{-Gd}
\;\longrightarrow\;-4e^{-2\pi d/b}\quad(d\gg b/2\pi).
$$

The four shortest vectors have length $2\pi/b$ and cosine −1. The next four have cosine +1 and relative size $e^{-(\sqrt2-1)2\pi d/b}$, so the limit is approached slowly: at 1.00 nm it gives −2.0 MPa against −1.5 MPa for the full sum. The decay length is $b/2\pi=0.28$ nm, set by lateral spacing. This lattice is a trial structure, not the lowest-energy one at every gap.

The full sum gives −10.6, −5.0 and −1.5 MPa at 0.30, 0.60 and 1.00 nm. At 0.60 nm the thermal system attracts more strongly than the frozen one, despite its entropy. The frozen ions all sit on the walls and have a pair term of $18.4-5.0=13.4$ MPa. Thermal ions also occupy intermediate heights, and their pair term is only 7.5 MPa. That reduction of 5.9 MPa exceeds the entropic push of 4.6 MPa.

## Valence and process choices

Hold the wall charge fixed and set $d=4\mu$, so that the entropic push is half the pull for each valence. The actual gap then changes with valence.

- For $q=1$, $\Xi=3.2$ and $d=0.89$ nm, the simulated pressure is +3.4 to +3.5 MPa; the last digit is not converged.
- For $q=2$, $\Xi=26$ and $d=0.45$ nm, it is −3.1 MPa.
- For $q=3$, the 0.30 nm entry is close to $4\mu$ and gives −6.5 MPa.

For monovalent ions $a\approx1.90\sqrt{3.2}\,\mu=3.4\mu$, which is less than the gap: the correlation hole is too narrow to keep ions at different heights apart. These three points do not locate a universal threshold in $\Xi$.

For a salt-free gap with nearly fixed wall charge, calculate $\mu$, $\Xi$ and $a$ first. If $\Xi$ is large and $(d/\mu)^2\ll\sqrt\Xi$, use the strong-coupling formula. For wider gaps, or if $\Xi$ is intermediate, simulate the ions. Do not use a positive mean-field pressure as evidence of stability in either case. Within the model, replacing multivalent counterions by monovalent ones or lowering the wall charge reduces $\Xi$. Lower charge also weakens the sandwich pull. In the frozen lattice, however, it increases $b$, so the attraction decays more slowly with gap; whether any attraction survives thermal motion depends on $\Xi$. Lowering the charge therefore does not by itself guarantee a stable slurry.

## How far the example can be trusted

Rutile titania suits the uniform-permittivity model better than most oxides because its static permittivity is of the same order as that of water. With a rough value of 100, the image energy of an ion 0.3 nm from one wall is −0.65 $kT$; values of 86 and 170, roughly the range of rutile by crystal direction, give −0.25 and −2.0 $kT$. Anatase has a lower permittivity than water, roughly 20 to 50, and the image energy then becomes repulsive, +1.5 $kT$ for a value of 45. The use of bulk permittivity in so thin a water layer is doubtful. A trial value of 40 raises the sandwich pull from 18 to 36 MPa, but it also deepens the one-wall image energy to −4.5 $kT$, and the effect of the images on the pressure was not calculated. Van der Waals attraction, $A_H/(6\pi D^3)$ with a rough Hamaker constant $A_H=6\times10^{-20}$ J, adds 4.4 MPa at surface separation $D=0.90$ nm, the 0.30 nm ion gap. If the wall charges form a square array of sites, they create wells about 2.0 $kT$ below the lateral average for an ion 0.3 nm from the wall, of which the first Fourier components supply 1.3 $kT$; the effect on the pressure was not calculated. Ion cores matter less for the trivalent ions: at $d=0.20$ nm, 1% of the simulated point ions had a neighbour within 0.6 nm. This does not carry over to the valence comparison, where a point ion has on average about 0.2 ($q=2$) and 0.7 ($q=1$) neighbours within that distance, so ions of that size would need their cores included. A 10 mmol/L monovalent salt has a Debye length of 3.0 nm, wider than these gaps, but its exchange with the trivalent ions was not calculated. The chosen charge describes a strongly charged surface, and many simple trivalent ions hydrolyse in alkaline water, so the example presumes a stable complex. Charge regulation and hydration forces are also absent. The megapascal values therefore size a mechanism; they are not a prediction of measured adhesion.
